# Ion-Matrix Sheath at High Voltage: Thickness, Corrections and Limits

## Definitions and conventions

A flat electrode borders a plasma of singly charged ions and electrons, each of density \(n_0\). Let \(X\ge 0\) be the distance from the electrode. The potential \(\phi\) is zero in the plasma and \(-V\) at the electrode, so \(V>0\) is the voltage drop. The electron temperature \(T_e\) is in volts: the thermal energy is \(eT_e\). The Debye length and the plasma frequencies are

\[
\lambda_D=\sqrt{\frac{\varepsilon_0T_e}{en_0}},\qquad
\omega_{pe}=\sqrt{\frac{n_0e^2}{\varepsilon_0m}},\qquad
\omega_{pi}=\sqrt{\frac{n_0e^2}{\varepsilon_0M}}, \tag{1}
\]

where \(m\) and \(M\) are the electron and ion masses. The voltage is applied within a rise time \(t_r\) that satisfies

\[
\omega_{pe}^{-1}\ll t_r\ll\omega_{pi}^{-1},\qquad V\gg T_e. \tag{2}
\]

The electrons then have time to withdraw, while the ions stay nearly where they were. The layer of bare ions left at the electrode is the ion-matrix sheath. Its thickness is \(s\).

## Thickness of the sheath

Take the electron density as zero for \(0<X<s\) and equal to the ion density beyond \(s\). Poisson's equation in the layer is

\[
\frac{d^2\phi}{dX^2}=-\frac{en_0}{\varepsilon_0}. \tag{3}
\]

The plasma beyond the edge is neutral and field-free, so \(\phi=0\) and \(d\phi/dX=0\) at \(X=s\). Integrating (3) from \(X\) to \(s\) gives

\[
0-\frac{d\phi}{dX}=-\frac{en_0}{\varepsilon_0}(s-X)
\quad\Longrightarrow\quad
\frac{d\phi}{dX}=\frac{en_0}{\varepsilon_0}(s-X). \tag{4}
\]

The electric field \(-d\phi/dX\) is negative: it points to the electrode and pulls ions towards it. A second integration from \(X\) to \(s\) gives

\[
\phi(X)=-\frac{en_0}{2\varepsilon_0}(s-X)^2. \tag{5}
\]

Setting \(\phi(0)=-V\) and calling the resulting thickness \(s_0\),

\[
V=\frac{en_0s_0^2}{2\varepsilon_0},\qquad
s_0=\sqrt{\frac{2\varepsilon_0V}{en_0}}
=\sqrt{\frac{\varepsilon_0T_e}{en_0}}\sqrt{\frac{2V}{T_e}}
=\lambda_D\sqrt{\frac{2V}{T_e}}. \tag{6}
\]

The temperature cancels. It appears in the last form because \(\lambda_D\) is a convenient unit of length, not because thermal motion sets the thickness. At fixed density \(s_0\) grows as \(\sqrt V\). From (4) and (6) the field strength at the wall is

\[
E_w=\frac{en_0s_0}{\varepsilon_0}=\frac{2V}{s_0}, \tag{7}
\]

twice the mean field, because the field rises linearly from zero at the edge.

## How sharp is the edge?

The step in electron density is an approximation. Keep the ions immobile, but let the electrons be in thermal equilibrium, \(n_e=n_0e^{\phi/T_e}\). Define \(\eta=-\phi/T_e\) and a coordinate \(\xi\), in units of \(\lambda_D\), that increases from the plasma towards the wall. Poisson's equation becomes

\[
\frac{d^2\eta}{d\xi^2}=1-e^{-\eta}. \tag{8}
\]

Multiply by \(d\eta/d\xi\) and integrate from the plasma, where \(\eta\) and \(d\eta/d\xi\) vanish:

\[
\frac12\left(\frac{d\eta}{d\xi}\right)^2=\eta-1+e^{-\eta}. \tag{9}
\]

The electron density has no sharp edge, so a thickness must be defined. Let \(s_Q\) be the thickness of a fully depleted layer with the same total electron deficit. By (8), the deficit is the integral of \(d^2\eta/d\xi^2\), which equals \(d\eta/d\xi\) at the wall. Equation (9) at \(\eta=V/T_e\) therefore gives

\[
s_Q=\lambda_D\int(1-e^{-\eta})\,d\xi
=\lambda_D\sqrt{2\left(\frac V{T_e}-1+e^{-V/T_e}\right)}. \tag{10}
\]

For \(V\gg T_e\) the exponential is negligible, and expanding the root gives

\[
\frac{s_Q}{s_0}\simeq\sqrt{1-\frac{T_e}{V}}\simeq1-\frac{T_e}{2V}. \tag{11}
\]

Equation (6) is thus the leading term at high voltage. Direct integration of (8) gives a deficit thickness of \(2.831\lambda_D\) at \(V/T_e=5\), where (6) gives \(3.162\lambda_D\), an excess of 11.7% relative to \(s_Q\). At \(V/T_e=100\) the excess is 0.50%. A different definition, the distance from the wall to the point where \(n_e=n_0/2\), is smaller than \(s_Q\) by about \(0.16\lambda_D\) at each of the four voltages computed. The choice of definition matters little once the sheath is many Debye lengths thick.

## A non-uniform ion density

A plasma that already touches the electrode is not uniform up to the wall. For an ion density \(n(X)\), Gauss's law with zero field at \(s\) gives the field strength as the charge between \(X\) and \(s\), divided by \(\varepsilon_0\). Hence

\[
V=\frac e{\varepsilon_0}\int_0^s dX\int_X^s n(X')\,dX'
=\frac e{\varepsilon_0}\int_0^s X'n(X')\,dX'. \tag{12}
\]

The last form follows by exchanging the integrations: at fixed \(X'\), \(X\) runs from 0 to \(X'\). An ion contributes in proportion to its distance from the wall.

Before the pulse, ions enter the thin existing sheath at the Bohm speed \(u_B=\sqrt{eT_e/M}\). Cold collisionless ions that all start from rest in the bulk plasma gain this speed from a potential drop \(T_e/2\), since \(Mu_B^2/2=eT_e/2\). The electron density, and with it the quasineutral ion density, has then fallen to \(n_0e^{-1/2}\). If \(n(X)\) lies between this value and \(n_0\), (12) gives

\[
s_0\le s\le e^{1/4}s_0, \tag{13}
\]

because a uniform density \(n_0e^{-1/2}\) in (6) multiplies the thickness by \(e^{1/4}=1.284\). Ionization or collisions between the bulk and the sheath can lower the edge density below \(n_0e^{-1/2}\), and the upper bound is then larger. The bound also leaves out the further depletion in the pre-pulse sheath. If that sheath has thickness \(d\), its ions supply at most a fraction \(d^2/s_0^2\) of the integral in (12) for uniform density, so their complete absence would raise \(s\) by a fraction of about \(d^2/(2s_0^2)\). For \(d=5\lambda_D\) and the numbers below this is 0.1%.

## Ion motion during the rise

Let the voltage rise linearly, \(V(t)=Vt/t_r\), in a uniform plasma. Label each ion by its initial distance \(y\), and let \(X(y,t)\) be its present distance. Ions near the wall start earlier and feel a stronger field, so ions do not overtake one another. The charge between an ion and the edge \(s(t)\) is then that of the ions with labels from \(y\) to \(s\), and

\[
\frac{\partial^2X}{\partial t^2}=-\omega_{pi}^2\,[s(t)-y]\qquad (y<s(t)). \tag{14}
\]

Ions beyond the edge are at rest. In (12), \(n\,dX=n_0\,dy\), so

\[
\frac{s_0^2}{2}\frac t{t_r}=\int_{y_*}^{s}X(y,t)\,dy, \tag{15}
\]

where \(y_*\) labels the ion that is just reaching the wall.

Let \(\tau=\omega_{pi}t_r\ll1\). To lowest order \(X=y\) and \(y_*=0\), which gives \(s=s_0\sqrt{t/t_r}\). Put this into (14) and write \(X=y-D\). Integrating twice, with the ion initially at rest, gives the displacement at \(t=t_r\):

\[
D(y)=\omega_{pi}^2\int_0^{t_r}(t_r-t')\,[s(t')-y]_+\,dt', \tag{16}
\]

where \([\;]_+\) means that negative values count as zero. Replacing \(y_*\) by zero in (15) costs a term of order \(D^2\), which is dropped. Then \(s^2/2-\int_0^{s_0}D\,dy=s_0^2/2\), or \(s\simeq s_0+s_0^{-1}\int_0^{s_0}D\,dy\). Since \(\int_0^{s_0}[s(t')-y]_+dy=s(t')^2/2=s_0^2t'/(2t_r)\),

\[
\int_0^{s_0}D\,dy=\frac{\omega_{pi}^2s_0^2}{2t_r}\int_0^{t_r}(t_r-t')t'\,dt'
=\frac{\omega_{pi}^2s_0^2}{2t_r}\,\frac{t_r^3}{6},
\qquad \frac s{s_0}\simeq1+\frac{\tau^2}{12}. \tag{17}
\]

The ions that have reached the wall are those with \(y<D(y)\), or \(y<D(0)\) to this order. As a fraction of the matrix ions they amount to

\[
\frac{D(0)}{s_0}=\omega_{pi}^2\int_0^{t_r}(t_r-t')\sqrt{\frac{t'}{t_r}}\,dt'
=\tau^2\left(\frac23-\frac25\right)=\frac{4\tau^2}{15}. \tag{18}
\]

The speed of ions striking the wall at \(t_r\) is, to the same order,

\[
v_w=\omega_{pi}^2s_0\int_0^{t_r}\sqrt{\frac{t'}{t_r}}\,dt'
=\frac23\,\tau\,\omega_{pi}s_0. \tag{19}
\]

The electrons set the other end of the time window. The edge moves at \(ds/dt=s_0/(2\sqrt{t\,t_r})\). The kinetic energy of an electron at this speed, divided by \(eV(t)\), is

\[
\frac{m s_0^2/(8\,t\,t_r)}{eVt/t_r}=\frac{ms_0^2}{8eVt^2}
=\frac{1}{(2\omega_{pe}t)^2}, \tag{20}
\]

where (6) was used for \(s_0^2\). The directed energy of an edge electron is therefore negligible once \(t\gg\omega_{pe}^{-1}\), but not at the very start of the ramp. This estimate does not cover oscillations of the plasma electrons as a whole, which a fast rise can excite and which make the edge swing about its quasistatic position. In planar geometry the whole electron column between the edge and a grounded wall at distance \(L\) must move with the edge. A uniform field \(E_b\) in the neutral plasma drives it, with \(m\ddot s=eE_b\) and \(V(t)=E_bL+en_0s^2/(2\varepsilon_0)\). For cold electrons and fixed ions this gives \(\ddot s=\omega_{pe}^2\,(s_0^2t/t_r-s^2)/(2L)\) during the rise, and small swings have the frequency \(\omega_{pe}\sqrt{s/L}\), lower than \(\omega_{pe}\). The results here describe the quasistatic position about which the edge swings. They give the edge itself only if the swing is damped or weakly excited, and condition (2) alone does not ensure this.

## Secondary electrons and curved targets

Suppose that each arriving ion releases \(\gamma\) electrons at rest. An electron in the linear field (4) obeys \(\ddot X=\omega_{pe}^2(s_0-X)\), so \(X=s_0(1-\cos\omega_{pe}t)\), and it leaves the sheath after \(\pi/(2\omega_{pe})\). To leading order the emitted flux is \(\Gamma=\gamma n_0v_w\), nearly constant during so short a transit. With electron density \(n_s\), \(n_s\,dX=\Gamma\,dt\), and the negative contribution to (12) contains

\[
\int_0^{s_0}Xn_s\,dX=\Gamma s_0\int_0^{\pi/(2\omega_{pe})}(1-\cos\omega_{pe}t)\,dt
=\frac{\Gamma s_0}{\omega_{pe}}\left(\frac\pi2-1\right). \tag{21}
\]

At fixed \(V\) the ions must compensate for this: \(n_0s_0\,\delta s\) equals (21). Thus

\[
\frac{\delta s}{s_0}=\gamma\left(\frac\pi2-1\right)\frac{v_w}{\omega_{pe}s_0}. \tag{22}
\]

For a long cylindrical target of radius \(a\), with the sheath edge at radius \(R\), Gauss's law gives \(2\pi r|E|=en_0\pi(R^2-r^2)/\varepsilon_0\). Integrating \(|E|\) from \(a\) to \(R\),

\[
V=\frac{en_0}{2\varepsilon_0}\int_a^R\left(\frac{R^2}{r}-r\right)dr
=\frac{en_0}{2\varepsilon_0}\left[R^2\ln\frac Ra-\frac{R^2-a^2}{2}\right]. \tag{23}
\]

By (6), the bracket must equal \(s_0^2\). For \(R-a\ll a\), \((R^2-r^2)/r\simeq2(R-r)\), and the bracket tends to \((R-a)^2\), the planar result.

## The long-time limit

If the voltage is held, ions leave and the sheath expands towards a steady state. Let ions enter it at speed \(u_B\), and in this section let \(n_0\) denote the density at the sheath edge. Where \(V\gg T_e\), neglect the entry energy, so that \(v=\sqrt{2eT_e\eta/M}=u_B\sqrt{2\eta}\). Flux conservation gives \(n=n_0u_B/v=n_0(2\eta)^{-1/2}\). Without electrons, and with \(\xi\) measured from the edge towards the wall,

\[
\frac{d^2\eta}{d\xi^2}=(2\eta)^{-1/2},\qquad
\frac12\left(\frac{d\eta}{d\xi}\right)^2=(2\eta)^{1/2}. \tag{24}
\]

The second relation follows after multiplication by \(d\eta/d\xi\), with zero field at the edge. Its root is \(d\eta/d\xi=\sqrt2(2\eta)^{1/4}\). Separating variables gives \(\sqrt2\,\xi=\int_0^\eta(2\eta')^{-1/4}d\eta'=\tfrac23(2\eta)^{3/4}\), hence the Child-law thickness

\[
s_C=\frac{\sqrt2}{3}\,\lambda_D\left(\frac{2V}{T_e}\right)^{3/4},\qquad
\frac{s_C}{s_0}=\frac{\sqrt2}{3}\left(\frac{2V}{T_e}\right)^{1/4}. \tag{25}
\]

The steady sheath is thicker at high voltage because fast ions are dilute: more distance is needed to build up the same voltage. The ratio in (25) takes the same density in both lengths. If the edge density is \(e^{-1/2}\) times the bulk density, \(s_C\) is longer by the factor 1.284.

## Worked example: a pulsed target in argon

Take \(n_0=10^9\ \mathrm{cm^{-3}}\), \(T_e=3\) V (a thermal energy of 3 eV), \(V=20\) kV and \(t_r=50\) ns. The Debye length is 0.4072 mm and \(V/T_e=6667\), so (6) gives

\[
s_0=0.4072\ \mathrm{mm}\times115.47=47.02\ \mathrm{mm}. \tag{26}
\]

Numerical double integration of the charge density gives the same value. The wall field is \(2\times20\ \mathrm{kV}/4.702\ \mathrm{cm}=8.51\) kV/cm. The matrix holds \(n_0s_0=4.70\times10^9\) ions per cm². The electron correction (11) is \(-0.0075\%\), far below the other effects.

The time scales are \(\omega_{pe}^{-1}=0.561\) ns and \(\omega_{pi}^{-1}=151.3\) ns, so \(\omega_{pe}t_r=89\) and \(\tau=0.3305\). Equation (17) predicts an edge shift of \(0.3305^2/12=0.91\%\), and (18) a loss of 2.9% of the matrix ions. Numerical solution of (14) and (15) gives 0.87% and 2.8%. The wall speed is 68.5 km/s from (19) and 65.9 km/s from the simulation. These differences, 4 to 5% relative to the simulated values, are compatible with neglected terms of relative order \(\tau^2\approx0.11\). At the end of the rise the quasistatic edge moves at 470 km/s, which corresponds to an electron energy of 0.63 eV, negligible beside 20 keV. The oscillation of the electron column is not negligible. For an ideal linear ramp and \(L\) between 0.2 and 0.5 m, the equation for \(\ddot s\) given after (20) makes the edge swing by about 15 to 20% of \(s_0\) after the rise, with electron drift energies near 100 eV. Electron collisions with argon at 1 mTorr, at a rate of order \(3\times10^6\ \mathrm{s^{-1}}\), hardly damp this swing within 50 ns. The percent-level shifts above refer to the quasistatic position.

The ions arriving at the end of the rise started close to the wall, so their energy \(Mv_w^2/2\) is only about 1 keV, far below 20 keV. Even with \(\gamma=2\), a deliberately high yield for such ions, (22) gives only

\[
\frac{\delta s}{s_0}=2\times0.571\times
\frac{(68.5\ \mathrm{km/s})(0.561\ \mathrm{ns})}{47.02\ \mathrm{mm}}
\approx0.09\%. \tag{27}
\]

Density and geometry matter more. For a presheath of length \(L=100\) mm with the chosen profile \(n/n_0=e^{-1/2}+(1-e^{-1/2})\sqrt{X/L}\), (12) gives 51.5 mm, 10% above \(s_0\). The upper bound in (13) is 60.4 mm. On a cylinder of radius 50 mm in uniform plasma, (23) gives \(R=92.28\) mm and a thickness of 42.3 mm, 10% below \(s_0\).

These parameters are roughly those of plasma immersion ion implantation, where targets are pulsed to tens of kilovolts in a low-pressure plasma. The density is towards the low end of the usual range, and a 50 ns rise is fast for such a pulse. The assumption of immobile ions fails if the rise is much slower. With a 1000 ns rise and all else fixed, \(\tau=6.61\), and (14) and (15) give an edge at 67.7 mm, 44% beyond \(s_0\). By then \(0.909\,n_0s_0\) ions per unit area have reached the wall, out of \(1.440\,n_0s_0\) initially within the final edge. A higher density also weakens this assumption: ten times the density reduces \(s_0\) to 14.9 mm but raises \(\tau\) for the 50 ns rise to 1.05, outside condition (2).

If the voltage is held long enough for a steady sheath, (25) gives 238 mm, or \(5.07s_0\), with the edge density set to \(10^9\ \mathrm{cm^{-3}}\). Retaining the ion entry energy raises this to 241 mm. If the ions cross the sheath without collisions, a chamber must leave at least this much room for the planar steady state to form. The approach is slow: an edge that expands quasistatically under the Child law needs about 50 µs to reach 90% of \(s_C\), as long as or longer than many implantation pulses. When the mean free path for charge exchange with the gas is much shorter than the sheath, the ions are slower and denser, and the steady sheath can be thinner. In argon at 1 mTorr this path is of order 0.1 m, already shorter than 238 mm, so the collisionless value applies only at lower pressure. The 47 mm of (26) describes the quasistatic position of the edge just after a fast rise, before the ions have moved appreciably. The full set of values is in the numerical output.

## Computed results

```
Plasma density: 1.00e+09 cm^-3
Electron temperature: 3.0 eV
Voltage drop: 20.0 kV
V/Te: 6666.7
Debye length: 0.4072 mm
sqrt(2V/Te): 115.47
Matrix sheath thickness s0: 47.02 mm
s0 from double integration: 47.02 mm
Wall field: 8.51 kV/cm
Ions per area in matrix: 4.702e+09 cm^-2
1/w_pe: 0.561 ns
1/w_pi: 151.3 ns
V/Te | deficit thickness | sqrt(2V/Te) | half-density distance
5.0 | 2.831 | 3.162 | 2.668 lambdaD
10.0 | 4.243 | 4.472 | 4.082 lambdaD
100.0 | 14.071 | 14.142 | 13.910 lambdaD
6666.7 | 115.461 | 115.470 | 115.301 lambdaD
Excess of simple law at V/Te=5.0: 11.7097 %
Excess of simple law at V/Te=10.0: 5.4092 %
Excess of simple law at V/Te=100.0: 0.5039 %
Excess of simple law at V/Te=6666.7: 0.0075 %
Deficit thickness, example: 47.013 mm
Half-density distance, example: 46.947 mm
Fast rise time: 50 ns
w_pe*t_rise: 89.2
w_pi*t_rise: 0.331
Edge shift, formula: 0.911 %
Edge shift, simulation: 0.871 %
Matrix ions lost, formula: 2.91 %
Matrix ions lost, simulation: 2.77 %
Wall ion speed, formula: 68.5 km/s
Wall ion speed, simulation: 65.9 km/s
Slow rise time: 1000 ns
w_pi*t_rise, slow: 6.61
Edge after slow rise: 67.7 mm
Edge/s0 after slow rise: 1.440
Lost ions/(n0*s0), slow rise: 0.909
Presheath length: 100 mm
Thickness with presheath profile: 51.53 mm
Upper bound with presheath: 60.37 mm
Secondary yield (rough): 2.0
Shift by secondary electrons: 0.093 %
Cylinder radius: 50 mm
Thickness on cylinder: 42.28 mm
Edge speed at end of fast rise: 470 km/s
Electron energy at that speed: 0.63 eV
Child-law thickness: 238.2 mm
Steady thickness, Bohm entry: 241.3 mm
Child-law thickness/s0: 5.07
```
